# Dispersion error and effective cutoff of finite-difference Laplacians

## Result

Hartree atomic units are used. A smooth orbital $\psi(\mathbf r)$ is sampled on a cubic grid of spacing $h$, in a box large enough for its tails to be negligible at the walls. Along each axis the second derivative is replaced by the central formula

$$
(\Delta_h f)(x)=\frac1{h^2}\sum_{m=-N}^{N}c_m f(x+mh),\qquad c_{-m}=c_m ,
$$

with coefficients that make it accurate to order $2N$. On a wave $e^{ikx}$ the true second derivative gives $-k^2$. The formula gives $-D_N(\theta)/h^2$, where $\theta=kh$ and

$$
D_N(\theta)=-c_0-2\sum_{m=1}^{N}c_m\cos m\theta . \tag{1}
$$

The shortest wave along an axis that the grid can distinguish has $k=\pi/h$, or $\theta=\pi$. Its kinetic energy $\pi^2/(2h^2)$ is the natural unit for a cutoff.

**Theorem.** Let $y=4\sin^2(\theta/2)$ and $a_j=2[(j-1)!]^2/(2j)!$.

(a) For $|\theta|\le\pi$,

$$
D_N=\sum_{j=1}^{N}a_jy^j,\qquad \theta^2-D_N=\sum_{j>N}a_jy^j=a_{N+1}\theta^{2N+2}+O(\theta^{2N+4}). \tag{2}
$$

(b) The relative error $\varepsilon_N(\theta)=1-D_N/\theta^2$ grows from 0 throughout $0<\theta\le\pi$. For $0<\delta<\varepsilon_N(\pi)$ there is therefore one angle $\theta_\delta$ with $\varepsilon_N(\theta_\delta)=\delta$, and it defines the effective cutoff

$$
E_{\rm eff}=\varphi_N(\delta)\,\frac{\pi^2}{2h^2},\qquad \varphi_N(\delta)=\left(\frac{\theta_\delta}{\pi}\right)^2 . \tag{3}
$$

(c) Let $T$ be the kinetic energy of $\psi$, $T_<$ and $T_>$ its parts from plane waves below and above $E_{\rm eff}$, and $T_N$ the finite-difference value averaged over all positions of the grid relative to the orbital. Then

$$
0\le T-T_N\le \delta\,T_<+T_> . \tag{4}
$$

The fraction $\varphi_N$ thus depends on the order and on the accuracy demanded. A pseudo-orbital enters through $T_>$, which is small at a moderate cutoff because the orbital is smooth in the core.

## Lemma 1: the stencil and its symbol

Taylor expansion of $f(x\pm mh)$ cancels the odd derivatives and leaves

$$
\Delta_hf=\frac1{h^2}\Big[\Big(c_0+2\sum_{m=1}^N c_m\Big)f+\sum_{q\ge1}\frac{2h^{2q}}{(2q)!}\Big(\sum_{m=1}^N c_mm^{2q}\Big)f^{(2q)}\Big].
$$

For this to equal $f''+O(h^{2N})$ we need

$$
c_0=-2\sum_{m=1}^N c_m,\qquad \sum_{m=1}^N c_mm^2=1,\qquad \sum_{m=1}^N c_mm^{2q}=0\quad(2\le q\le N).
$$

The last $N$ equations have a Vandermonde matrix in the distinct numbers $m^2$, so the solution is unique. Expanding the cosines in (1) turns the same conditions into

$$
D_N(\theta)=\theta^2+O(\theta^{2N+2}). \tag{5}
$$

Now $\cos\theta=1-y/2$, and $\cos m\theta$ is a polynomial of degree $m$ in $\cos\theta$. Hence $D_N$ is a polynomial of degree at most $N$ in $y$, and it vanishes at $y=0$. Near the origin $y=\theta^2-\theta^4/12+\dots$ can be inverted, so $\theta^2=g(y)$ is analytic there. Equation (5) says that $D_N$ and $g$ differ by $O(y^{N+1})$. Therefore $D_N$ is the Taylor polynomial of $g$ of degree $N$.

## Lemma 2: the coefficients

Differentiate $g(y(\theta))=\theta^2$ twice with respect to $\theta$:

$$
g''\Big(\frac{dy}{d\theta}\Big)^2+g'\frac{d^2y}{d\theta^2}=2 .
$$

From $y=2-2\cos\theta$ we have $dy/d\theta=2\sin\theta$, whose square is $4-4(1-y/2)^2=y(4-y)$, and $d^2y/d\theta^2=2\cos\theta=2-y$. Thus

$$
y(4-y)g''+(2-y)g'=2 .
$$

Insert $g=\sum_{j\ge1}a_jy^j$. The constant term gives $2a_1=2$. The coefficient of $y^j$ for $j\ge1$ is

$$
4j(j+1)a_{j+1}-j(j-1)a_j+2(j+1)a_{j+1}-ja_j=0,
$$

so that

$$
\frac{a_{j+1}}{a_j}=\frac{j^2}{2(j+1)(2j+1)} . \tag{6}
$$

With $a_1=1$ this is solved by $a_j=2[(j-1)!]^2/(2j)!$, as forming the ratio shows. The first values are $1,\ 1/12,\ 1/90$.

The ratio (6) tends to $1/4$, so the series converges for $0\le y<4$. There it equals $\theta^2$ by analytic continuation, since $dy/d\theta\neq0$ for $0<\theta<\pi$. At $y=4$ all terms are positive and the partial sums, being limits from $y<4$, do not exceed $\pi^2$; hence the series converges. Its sum is at least its value at any smaller $y$, which approaches $\pi^2$, so it equals $\pi^2$. This proves the two sums in (2) for $|\theta|\le\pi$. The leading term follows from $y=\theta^2+O(\theta^4)$.

The stencil itself is recovered from

$$
y^j=(-1)^j\big(e^{i\theta/2}-e^{-i\theta/2}\big)^{2j}=\sum_{m=-j}^{j}(-1)^m\binom{2j}{j+m}e^{im\theta}.
$$

Comparison with (1) gives, for $m\ge0$,

$$
c_m=-(-1)^m\sum_{j=\max(1,m)}^{N}a_j\binom{2j}{j+m}.
$$

For $N=2$ this yields $c_0=-(2+6/12)=-5/2$, $c_1=1+4/12=4/3$ and $c_2=-1/12$.

## Lemma 3: size and growth of the error

By (6), $a_{j+1}/a_j<1/4$. Successive terms of the error series therefore have a ratio below $y/4=\sin^2(\theta/2)$. Keeping the first term gives a lower bound, and a geometric series gives an upper one:

$$
a_{N+1}y^{N+1}\le\theta^2-D_N\le\frac{a_{N+1}y^{N+1}}{\cos^2(\theta/2)}\qquad(|\theta|<\pi). \tag{7}
$$

The error is positive for $\theta\ne0$: finite differences make a wave too light in kinetic energy.

For part (b), write $A=\sum_{j>N}a_jy^j$ and $B=\sum_{j\le N}a_jy^j$, so that $\varepsilon_N=A/(A+B)$. After division by $y^N$, $A$ contains only positive powers of $y$ and increases, while $B$ contains only powers $y^0,y^{-1},\dots$ and does not increase. Hence $A/B$ grows with $y$, and so does $\varepsilon_N$. Since $\varepsilon_N\to0$ at $\theta\to0$, the root $\theta_\delta$ exists and is unique.

## Two limits of the fraction

**Strict tolerance at fixed order.** When $\theta_\delta$ is small, $\varepsilon_N\simeq a_{N+1}\theta^{2N}$, hence

$$
\varphi_N(\delta)\simeq\frac1{\pi^2}\left(\frac{\delta}{a_{N+1}}\right)^{1/N}. \tag{8}
$$

For $N=1$ this is $12\delta/\pi^2$; for $N=2$ it is $\sqrt{90\,\delta}/\pi^2$.

**High order at fixed tolerance.** Because the ratio (6) tends to $1/4$, $a_{N+1}^{1/N}\to1/4$, and estimate (8) tends to $4/\pi^2\approx0.405$. The true fraction has no such ceiling. Each added order lowers $\varepsilon_N(\theta)$ for $0<|\theta|\le\pi$, so $\theta_\delta$ grows with $N$. Moreover, the series in (2) converges even at $\theta=\pi$, where $y=4$. Stirling's formula gives $a_j4^j\simeq2\sqrt\pi\,j^{-3/2}$, and summing the terms with $j>N$ yields

$$
\varepsilon_N(\pi)\simeq\frac{4}{\pi^{3/2}\sqrt N}\to0 .
$$

At some finite order $\varepsilon_N(\pi)$ therefore falls to $\delta$. From then on the whole range $|\theta|\le\pi$ meets the tolerance, and the usable fraction is 1. For $\delta=10^{-3}$ this happens only near $N=5\times10^5$. Estimate (8) fails here because it keeps only the leading power of $\theta$ in the error, while $\theta_\delta$ is no longer small.

Solving $\varepsilon_N=\delta$ by numerical root finding gives these fractions:

| $N$ | $\delta=10^{-2}$ | $\delta=10^{-3}$ | $\delta=10^{-4}$ | (8) at $10^{-3}$ |
|---|---|---|---|---|
| 1 | 0.0122 | 0.0012 | 0.0001 | 0.0012 |
| 2 | 0.100 | 0.031 | 0.010 | 0.030 |
| 4 | 0.281 | 0.147 | 0.079 | 0.135 |
| 8 | 0.479 | 0.324 | 0.228 | 0.262 |
| 100 | 0.890 | 0.810 | 0.752 | 0.406 |

At $N=4$ and a tolerance of one part in a thousand, about 15% of $\pi^2/(2h^2)$ is usable. The approach to 1 is slow: at $N=1000$ the fraction for the same tolerance is still 0.95.

## Proof of part (c)

Consider one grid position. The finite-difference kinetic energy is $h^3$ times the sum over grid points of $\psi^*(-\tfrac12\Delta_h\psi)$, with $\Delta_h$ now summed over the three axes. Averaging over all shifts of the grid within one cell turns this sum into an integral over space. With $\hat\psi$ the normalized Fourier transform, Parseval's theorem gives

$$
T_N=\frac1{2h^2}\int|\hat\psi(\mathbf k)|^2\sum_{i=x,y,z}D_N(k_ih)\,d^3k . \tag{9}
$$

By (2), $0\le D_N(\theta)\le\theta^2$ for $|\theta|\le\pi$. For larger $|\theta|$, periodicity gives $D_N(\theta)=D_N(\theta')$ with $|\theta'|\le\pi<|\theta|$, so the same inequalities hold. Hence

$$
T-T_N=\frac1{2h^2}\int|\hat\psi|^2\sum_i\big[(k_ih)^2-D_N(k_ih)\big]d^3k\ge0 .
$$

Let $k_c=\theta_\delta/h$. If $|\mathbf k|\le k_c$, every component satisfies $|k_ih|\le\theta_\delta$, and by the growth of $\varepsilon_N$ each bracket is at most $\delta(k_ih)^2$. If $|\mathbf k|>k_c$, each bracket is at most $(k_ih)^2$. Integrating the two regions gives (4). $\square$

**Remark on direction.** A wave of wave number $k_c$ along an axis has relative error $\delta$, so the fraction cannot be raised for arbitrary orbitals. Along a body diagonal each component is $k_c/\sqrt3$, and to leading order in $\theta$ the relative error is smaller by $3^{-N}$. At high order $\theta_\delta$ is not small and the reduction is weaker: for $\delta=10^{-3}$ the ratio is 0.015 at $N=4$ and $4.8\times10^{-4}$ at $N=8$, against $3^{-4}=0.012$ and $3^{-8}=1.5\times10^{-4}$.

**Remark on a single grid.** The kinetic grid sum differs from (9) by terms that couple $\mathbf k$ to $\mathbf k+\mathbf G$, where the components of $\mathbf G$ are multiples of $2\pi/h$. They vanish if $\hat\psi$ has no components with any $|k_i|\ge\pi/h$. The grid sum of the potential energy has aliasing errors of its own, from the Fourier components of $V|\psi|^2$ at $\mathbf G\ne0$, and these can remain even then. The grid norm is aliased in the same way, by the components of $|\psi|^2$ at $\mathbf G\ne0$. All three kinds of aliasing can make the energy depend on where the ion sits relative to the grid.

**Corollary for the lowest level.** Let the potential $V$ be local and $\psi$ the normalized ground state of energy $E$. On each grid the lowest eigenvalue $E_h$, times the grid norm of $\psi$, does not exceed the grid sum for $\psi^*(-\tfrac12\Delta_h+V)\psi$. Averaging over grid positions restores the true potential energy and a mean norm of 1, so

$$
\langle E_h\rangle\le E-(T-T_N),
$$

where $\langle\cdot\rangle$ is the average weighted by the grid norms. The weighted mean eigenvalue lies below $E$, so $E_h$ is not a variational upper bound. On one grid the shift is close to $-(T-T_N)$ if aliasing is small and the orbital hardly changes. Nonlocal projectors leave (4) intact, but their grid sums bring an error of their own.

## Worked example

Take one electron in the smooth ionic potential $V(r)=-Z\,\mathrm{erf}(r/\sigma)/r$ with $Z=4$ and $\sigma=1$ bohr. This is a model and represents no particular element. Diagonalization in a radial sine basis gives the lowest s state, with $E=-2.458$ Ha and $T=0.770$ Ha.

With $u=\sqrt{4\pi}\,r\psi$, the radial momentum distribution is $P(k)=\big|\sqrt{2/\pi}\int_0^\infty u\sin kr\,dr\big|^2$. For an s state (9) can be averaged over directions. The mean of $\cos(mk_ih)$ over a sphere is $\sin(mkh)/(mkh)$, so

$$
T_N=\frac{3}{2h^2}\int_0^\infty P(k)\Big[-c_0-2\sum_{m=1}^Nc_m\frac{\sin mkh}{mkh}\Big]dk . \tag{10}
$$

**Guaranteed spacing.** Integrating $k^2P/2$ shows that 0.1% of $T$ lies above $k_c=4.084$ bohr$^{-1}$, that is, above $E_c=8.34$ Ha (227 eV). Setting $E_{\rm eff}=E_c$ in (3) gives $h=\pi\sqrt{\varphi_N/(2E_c)}$. For $N=4$ and $\delta=10^{-3}$,

$$
h=\pi\sqrt{0.1465/16.68}=0.294\ \text{bohr},\qquad \frac{\pi^2}{2h^2}=56.9\ \text{Ha}.
$$

For $N=8$ the spacing is 0.438 bohr. The number of grid points falls by $(0.438/0.294)^3\approx3.3$, while the stencil grows from $6\times4+1=25$ to 49 points.

Bound (4) permits an error of $0.0020\,T$. Equation (10) gives $3.4\times10^{-6}\,T$ for $N=4$. The bound treats all momenta below $k_c$ as if they pointed along an axis and had the error of the edge, and it discards the tail entirely. In fact $\varepsilon_4$ rises roughly as $k^8$, most of $T$ lies well below the edge, and averaging over directions lowers the leading error by a further factor $3/11$, the mean of $\sum_i(k_i/k)^{10}$ over a sphere. The guarantee is safe but, for this orbital, very cautious.

**Prescribed error.** One may instead ask for the spacing at which $T-T_N$ is 1 mHa. A plane-wave basis that leaves 1 mHa of kinetic energy above its cutoff needs $k_{\rm pw}^2/2=8.00$ Ha. The ratio of this energy to $\pi^2/(2h^2)$ is an equal-error fraction, $f_N=(k_{\rm pw}h/\pi)^2$. For $N=4$, (10) yields $h=0.6775$ bohr and $\pi^2/(2h^2)=10.75$ Ha, so $f_4=8.00/10.75=0.744$.

The last column below gives the range of $E_h-E$ from diagonalization on three-dimensional grids, with the ion shifted by 0 or $h/2$ along each axis.

| $N$ | $h$ (bohr) | $f_N$ | $E_h-E$ (mHa) |
|---|---|---|---|
| 2 | 0.382 | 0.237 | $-1.01$ |
| 4 | 0.678 | 0.744 | $-1.35$ to $-0.76$ |
| 8 | 0.850 | 1.17 | $-6.8$ to $4.1$ |

For $N=2$ all positions agree, and the shift is close to the prescribed $-1$ mHa. For $N=4$ the positions differ by 0.6 mHa. For $N=8$ the fraction exceeds 1, which means $k_{\rm pw}=4.00$ bohr$^{-1}$ lies beyond $\pi/h=3.70$ bohr$^{-1}$. The averaged kinetic error is still 1 mHa, but the extreme grids miss the energy by several times that amount, one of them lying above $E$. The largest share of this scatter comes from the potential: between the ion on a grid point and the ion at a cell centre, the potential grid sum of the exact orbital differs by $-23.7$ mHa, while the kinetic sum ($+8.2$ mHa) and the grid norm (about $+5$ mHa) offset part of it. The eight offsets stand in for the full average over positions: their mean kinetic error is 1.000 mHa in each case. The norm-weighted mean shifts over them, $-1.05$ mHa for $N=4$ and $-1.24$ mHa for $N=8$, lie below $-1$ mHa as the corollary requires; sampling the offsets in steps of $h/4$ moves the $N=8$ value to $-1.25$ mHa.

The equal-error fraction belongs to one orbital and one target error, and it describes a single grid only while the scatter due to aliasing is small compared with that target, as for $N=2$ here. For $N=8$ the scatter exceeds the target, so the coarser spacing that the averaged error would allow does not secure that target on a single grid. A higher order improves the derivative for $|k_i|<\pi/h$, but no stencil represents the components beyond $\pi/h$, and for a given orbital none changes the aliasing in the potential energy.

All numerical values are calculated from the stated model.
